# Hirsch's Ising Transformation and the Hirsch–Fye Dyson Equation

**Q.** You want to sample an interacting impurity by Monte Carlo. Its interaction is quartic in fermion operators. What is there to sample?

**A.** Let one orbital \(d\) interact, and let it be coupled to bath orbitals that do not:
\[
H=\sum_{pq\sigma}h^{\rm bare}_{pq}c^\dagger_{p\sigma}c_{q\sigma}+U n_\uparrow n_\downarrow ,\qquad n_\sigma=d^\dagger_\sigma d_\sigma ,\quad U\ge 0 .
\]
The matrix \(h^{\rm bare}\) is real, symmetric and equal for both spins, the orbital \(d\) is one of the \(p\), and energies are measured from the chemical potential. I split the interaction as
\[
U n_\uparrow n_\downarrow=I+\tfrac U2(n_\uparrow+n_\downarrow),\qquad I=U\left[n_\uparrow n_\downarrow-\tfrac12(n_\uparrow+n_\downarrow)\right],
\]
and put the last term into the quadratic part \(H_0\). Its matrix \(h\) therefore has the impurity level \(\epsilon_d+U/2\). With \(\Delta\tau=\beta/L\),
\[
Z=\mathrm{Tr}\,e^{-\beta H}\approx \mathrm{Tr}\left(e^{-\Delta\tau H_0}e^{-\Delta\tau I}\right)^L .
\]
The factor \(e^{-\Delta\tau I}\) is what I replace by a sum over a classical variable.

**Q.** The splitting looks like a first-order approximation. How large is its error?

**A.** Compare the slice with the symmetric one, \(Y=e^{-\Delta\tau I/2}e^{-\Delta\tau H_0}e^{-\Delta\tau I/2}\):
\[
\left(e^{-\Delta\tau H_0}e^{-\Delta\tau I}\right)^L=e^{\Delta\tau I/2}\,Y^L\,e^{-\Delta\tau I/2}.
\]
If an observable \(X\) commutes with \(I\), cyclicity of the trace removes the outer factors, so \(Y^L\) gives the same \(\mathrm{Tr}(\dots X)\). Since \(Y(-\Delta\tau)=Y(\Delta\tau)^{-1}\), \(\ln Y\) is odd in \(\Delta\tau\). Hence \(\ln Y=-\Delta\tau H+O(\Delta\tau^3)\) and \(Y^L=\exp\{-\beta[H+O(\Delta\tau^2)]\}\). For a finite system at fixed \(\beta\), the errors of \(Z\), \(\langle n_\sigma\rangle\) and \(\langle n_\uparrow n_\downarrow\rangle\) are thus of order \(\Delta\tau^2\). For \(G(\tau)\) one more step is needed, because \(d\) does not commute with \(I\). The outer factors stay around \(d\) and \(d^\dagger\), giving \(\mathrm{Tr}\left(Y^{L-j}e^{-xI}d\,e^{xI}Y^{j}e^{-xI}d^\dagger e^{xI}\right)\) with \(x=\Delta\tau/2\). In the occupation basis \(Y\) and \(I\) are real symmetric and \(d^\dagger\) is the transpose of \(d\), so transposing the trace turns \(x\) into \(-x\). The trace is even in \(x\), and the error of \(G(\tau)\) at fixed \(\tau=j\Delta\tau\) is also of order \(\Delta\tau^2\).

**Q.** Now the classical variable. Why should two values suffice?

**A.** The operator \(I\) is diagonal in the occupations, so only four states matter. Try an Ising variable \(s=\pm1\) coupled to the spin:
\[
e^{-\Delta\tau I}=C\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)} .
\]
The conditions are:

- Empty: \(I=0\), so \(1=2C\).
- One electron of either spin: \(I=-U/2\), so \(e^{\Delta\tau U/2}=C(e^\lambda+e^{-\lambda})=2C\cosh\lambda\).
- Two electrons: \(I=U(1-1)=0\), so again \(1=2C\).

The first and third conditions agree because of the term subtracted in \(I\). Thus \(C=\tfrac12\), and
\[
\boxed{e^{-\Delta\tau I}=\tfrac12\sum_{s=\pm1}e^{\lambda s(n_\uparrow-n_\downarrow)},\qquad \cosh\lambda=e^{\Delta\tau U/2}}
\]
This is an operator identity at any \(\Delta\tau\).

**Q.** Does a real \(\lambda\) exist?

**A.** For \(U\ge0\) the right side of the condition is at least one, so yes. With \(y=e^\lambda\) and \(a=\Delta\tau U/2\), the condition \(y+1/y=2e^a\) gives \(y^2-2e^ay+1=0\), whose roots are \(y=e^a\pm\sqrt{e^{2a}-1}\). Their product is one, so they correspond to \(\pm\lambda\), and the sum over \(s\) makes them equivalent. I take
\[
\lambda=\ln\left(e^a+\sqrt{e^{2a}-1}\right).
\]
For \(U<0\), \(\cosh\lambda<1\) and this \(\lambda\) is imaginary. For small steps, \(1+\lambda^2/2\approx1+\Delta\tau U/2\), hence \(\lambda\approx\sqrt{\Delta\tau U}\). The field is of order \(\sqrt{\Delta\tau}\), so \(\lambda^2\) is of the same order as the interaction term in one slice. The exponentials of the field must therefore not be cut off at first order.

As an example take round parameters in an energy unit \(E_0\): \(U=4\), \(\epsilon_d=-1\), bath levels \(-1\) and \(1.5\) with couplings \(0.7\) and \(0.5\), \(\beta=2/E_0\) and \(L=8\). Then \(\Delta\tau U=0.25\times4=1\), \(\cosh\lambda=e^{0.5}=1.6487\) and \(\lambda=1.0850\), while the small-step estimate gives 1.

**Q.** You now have one Ising variable per slice. What is the weight of a configuration?

**A.** At fixed fields the two spins decouple. For one spin, \(\sigma=\pm1\), the slice operator is
\[
\mathcal S_l=e^{-\Delta\tau K}e^{v_ln_d},\qquad K=\sum_{pq}h_{pq}c_p^\dagger c_q,\qquad v_l=\lambda\sigma s_l .
\]
Let \(X=\sum_{pq}A_{pq}c^\dagger_pc_q\). From \([X,c^\dagger_q]=\sum_pc^\dagger_pA_{pq}\),
\[
\frac{d}{dt}\left(e^{tX}c_q^\dagger e^{-tX}\right)=\sum_p\left(e^{tX}c_p^\dagger e^{-tX}\right)A_{pq}
\quad\Rightarrow\quad e^Xc_q^\dagger e^{-X}=\sum_pc_p^\dagger(e^A)_{pq}.
\]
Applying this factor by factor keeps the matrix order. For \(W=\mathcal S_L\cdots\mathcal S_1\),
\[
Wc_q^\dagger=\sum_rc_r^\dagger M_{rq}W,\qquad M=B_L\cdots B_1,\qquad B_l=e^{-\Delta\tau h}e^{V_l},
\]
where the matrix \(V_l\) has the single nonzero element \(v_l\) at \(dd\).

Since \(W|0\rangle=|0\rangle\), the diagonal element of \(W\) in the state with occupied set \(Q\) is the determinant of \(M\) restricted to \(Q\); the antisymmetry of the \(c^\dagger\) supplies the permutation signs. The trace is the sum of these principal minors over all \(Q\). Expanding \(\det(1+M)\) column by column, choosing in each column either the unit vector or the column of \(M\), gives the same sum. Therefore
\[
\mathrm{Tr}\,W=\det(1+B_L\cdots B_1),\qquad
Z_{\rm Trotter}=2^{-L}\sum_{\{s\}}\prod_\sigma\det(1+B_L^\sigma\cdots B_1^\sigma).
\]

**Q.** A determinant can be negative. Then it is not a probability.

**A.** Here each spin's determinant is positive. An orthogonal rotation of the bath orbitals makes \(h\) tridiagonal, with \(d\) untouched at the end of the chain: the first bath orbital is the combination coupled to \(d\), the next is what that one couples to, and so on. Reversing the signs of bath orbitals makes every hopping nonpositive. Number the orbitals along the chain. A hop between neighbours then passes no other fermion, so the off-diagonal elements of \(-K\) in the occupation basis are nonnegative.

For a large enough constant \(b\), all elements of \(b-K\) are nonnegative, and the power series in
\[
e^{-\Delta\tau K}=e^{-b\Delta\tau}e^{\Delta\tau(b-K)}
\]
has nonnegative terms and begins with the identity. So \(e^{-\Delta\tau K}\) has nonnegative elements and a positive diagonal. The factor \(e^{v_ln_d}\) is diagonal and positive, so the trace of the product is positive. The proof uses a single interacting orbital at the end of a chain and gives no guarantee for several interacting orbitals.

**Q.** Evaluating such determinants afresh for every trial move seems wasteful, especially with a large bath.

**A.** The Green matrix avoids it. Insert operators just before slice \(l\) acts, that is, to the right of \(\mathcal S_l\), and define at fixed fields
\[
G_{lm}^{pq}=\begin{cases}\langle c_p(\tau_l)c_q^\dagger(\tau_m)\rangle,&l\ge m,\\-\langle c_q^\dagger(\tau_m)c_p(\tau_l)\rangle,&l<m.\end{cases}
\]
This is minus the usual Matsubara function. To find its equation of motion, use \([X,c_p]=-\sum_rA_{pr}c_r\). The same differentiation gives \(e^{-X}c_pe^X=\sum_r(e^A)_{pr}c_r\), and for a slice
\[
c_p\,\mathcal S_{l-1}=\mathcal S_{l-1}\sum_r(B_{l-1})_{pr}c_r .
\]
So \(c_p\) can be moved one slice earlier at the price of a factor \(B_{l-1}\). In matrix notation for the orbitals there are these cases:

- For \(l>1\) and \(l\ne m\), no \(c^\dagger\) is crossed and \(G_{lm}=B_{l-1}G_{l-1,m}\).
- For \(l=m>1\), first write \(c_pc_q^\dagger=\delta_{pq}-c_q^\dagger c_p\), then move \(c_p\). The definition of \(G_{m-1,m}\) contains a minus sign, so \(G_{mm}=1+B_{m-1}G_{m-1,m}\).
- For \(l=1<m\), \(c_p\) stands at the far right of the trace. Cyclicity brings it to the far left, next to \(\mathcal S_L\). The definition has a minus sign at \(l=1\) and none at \(l=L\), so \(G_{1m}=-B_LG_{Lm}\).
- For \(l=m=1\), the same two steps give \(G_{11}=1-B_LG_{L1}\).

Together these say \(OG=1\), where
\[
O_{ll}=1,\qquad O_{l+1,l}=-B_l\ (l<L),\qquad O_{1L}=B_L .
\]

**Q.** Is \(O\) invertible, and how is it related to the weight?

**A.** Let \(O\) act on a vector \(\psi\), and substitute \(\psi_1=\varphi_1\), \(\psi_l=\varphi_l+B_{l-1}\psi_{l-1}\) for \(l\ge2\). This substitution is triangular with unit diagonal, so it has determinant one. Rows \(l\ge2\) of \(O\psi\) become \(\varphi_l\). Row 1 becomes \((1+B_L\cdots B_1)\varphi_1\) plus terms in \(\varphi_2,\dots,\varphi_L\). The result is block triangular, and
\[
\det O=\det(1+B_L\cdots B_1)>0 .
\]
Hence \(G=O^{-1}\), and the weight for each spin is \(\det O\).

**Q.** How do you get from one field configuration to another? The fields are buried in all the products.

**A.** In \(O\) they appear once per slice. Let \(V\) be the diagonal matrix collecting all \(V_l\). Then
\[
O=1-Te^V,\qquad T_{l+1,l}=e^{-\Delta\tau h},\qquad T_{1L}=-e^{-\Delta\tau h},
\]
and \(T\) contains no fields. Primes denote the second configuration, and \(E=e^{V'-V}-1\). As \(V\) and \(V'\) are diagonal, \(e^{V'}=e^Ve^{V'-V}\), and
\[
O'-O=-T(e^{V'}-e^V)=-Te^VE=(O-1)E,
\]
since \(-Te^V=O-1\). Now use \(GO=1\) and \(O'G'=1\):
\[
G'-G=G(O-O')G'=-G(O-1)EG'=-(1-G)EG'=(G-1)EG'.
\]
This still includes the bath. But \(E\) vanishes unless both its orbital indices are \(d\). Taking the \(dd\) elements therefore produces only \(dd\) elements on the right. With \(G\), \(V\) and \(E\) now denoting \(L\times L\) impurity matrices,
\[
\boxed{G'=G+(G-1)\left(e^{V'-V}-1\right)G'},\qquad V=\mathrm{diag}(\lambda\sigma s_l).
\]
No step was expanded in \(V'-V\) or in \(\Delta\tau\), so the equation is exact for the discretised problem, whichever fields differ. In terms of the Matsubara function \(\mathcal G=-G\) it reads \(\mathcal G'=\mathcal G-(\mathcal G+1)E\mathcal G'\). For \(U=0\), \(\lambda=0\) and \(G'=G\).

**Q.** \(G'\) stands on both sides, and you still need the ratio of weights.

**A.** Collect the terms in \(G'\):
\[
AG'=G,\qquad A=1+(1-G)E .
\]
In the full space,
\[
\frac{\det O'}{\det O}=\det(GO')=\det[1+G(O'-O)]=\det[1+(1-G)E],
\]
where \(G(O-1)=1-G\) was used. The matrix \((1-G)E\) has nonzero columns only at \(d\), so the last determinant is block triangular with a unit bath block. It equals \(\det A\) for the \(L\times L\) matrix. Since the ratio is positive, \(A\) can be inverted.

In the example I took \(s=(1,1,-1,1,-1,-1,1,-1)\) and \(s'=(-1,1,1,-1,-1,1,1,1)\), which differ on five slices. The up-spin element \(G_{11}\) changes from 0.6712 to 0.5187, and direct Fock-space traces give the same new value. The weight ratios are 2.2567 for up and 0.7668 for down, so the total weight changes by \(2.2567\times0.7668=1.730\).

**Q.** An update needs a first matrix. Where does the bath enter?

**A.** Through \(V=0\). All slices are then \(e^{-\Delta\tau K}\), and their product \(e^{-\beta K}\) has no splitting error. Let \(h\) have eigenvalues \(\epsilon_k\) and normalised eigenvectors \(\phi_k\). A mode has \(\langle c_kc_k^\dagger\rangle=1/(1+e^{-\beta\epsilon_k})\), and moving \(c_k\) through a time \(\tau\) gives \(e^{-\epsilon_k\tau}\). So
\[
G^0(\tau)=\sum_k|\phi_k(d)|^2\frac{e^{-\epsilon_k\tau}}{1+e^{-\beta\epsilon_k}},\quad 0\le\tau<\beta,
\]
with \(G^0_{lm}=G^0(\tau_l-\tau_m)\) for \(l\ge m\) and \(G^0_{lm}=-G^0(\tau_l-\tau_m+\beta)\) for \(l<m\). The level in \(h\) is the shifted one, here \(-1+4/2=1\) in units of \(E_0\). The boxed equation, started from \(G^0\), gives \(G\) for any fields. A larger bath changes the numbers in \(G^0\), not the size of the matrices. In DMFT, \(G^0(\tau)\) is minus the Weiss function \(\mathcal G_0(\tau)\) of the usual Matsubara convention, with the shifted level included: \(\mathcal G_0(i\omega_n)^{-1}=i\omega_n-\epsilon_d-U/2-\Delta(i\omega_n)\), where \(\Delta\) is the hybridisation function.

**Q.** A linear solve costs of order \(L^3\) operations. Must you pay that for every flip?

**A.** No. If only \(s_l\) changes sign, \(E\) has the single element \(x_\sigma=e^{-2\lambda\sigma s_l}-1\). Row \(l\) of the Dyson equation is
\[
G'_{lm}=G_{lm}+(G_{ll}-1)x_\sigma G'_{lm}\quad\Rightarrow\quad G'_{lm}=\frac{G_{lm}}{R_\sigma},\qquad R_\sigma=1+(1-G_{ll})x_\sigma .
\]
Insert this in the other rows:
\[
G'_{im}=G_{im}+(G_{il}-\delta_{il})\frac{x_\sigma}{R_\sigma}G_{lm}.
\]
That takes of order \(L^2\) operations, and \(R_\sigma=\det A\) because \(A\) differs from the unit matrix in one column. Its meaning is direct: \(1-G_{ll}\) is the occupation at fixed fields, and \(R_\sigma\) is the average of \(e^{-2\lambda\sigma s_ln_\sigma}\), the factor that replaces the old field by the new one. A sweep over \(L\) slices costs of order \(L^3\), hence \(\beta^3\) at fixed \(\Delta\tau\).

With \(R=R_\uparrow R_\downarrow=w'/w\), accept the flip with probability \(R/(1+R)=w'/(w+w')\). The flow \(ww'/(w+w')\) is the same in both directions, so detailed balance holds.

**Q.** Show me one flip with numbers.

**A.** Start with all fields \(+1\) and flip slice 1:
\[
\begin{aligned}
R_\uparrow&=1+(1-0.0208)(-0.8858)=0.1326,\\
R_\downarrow&=1+(1-0.9903)(7.7590)=1.0755 .
\end{aligned}
\]
The last digits come from unrounded inputs. The product is \(R=0.1426\), and the acceptance probability is \(0.1426/1.1426=0.125\). The flip is unlikely because these fields hold an up electron on the impurity with occupation 0.979, and the new field penalises it. After an accepted flip the up-spin element is \(G'_{11}=0.0208/0.1326=0.157\).

**Q.** At fixed fields the electrons are independent. How can the average contain correlations?

**A.** The fields are shared by both spins. The trace is linear, so the impurity function of the discretised model is the average of \(G\) with weight \(w\). For the double occupancy, the spins factorise before the average and not after it:
\[
\langle n_\uparrow n_\downarrow\rangle=\frac{\sum_{\{s\}}w\,(1-G^\uparrow_{ll})(1-G^\downarrow_{ll})}{\sum_{\{s\}}w}.
\]
With \(L=8\) there are 256 configurations, few enough to visit all of them by single flips instead of sampling. The result is \(\langle n_\sigma\rangle=0.4371\) and \(\langle n_\uparrow n_\downarrow\rangle=0.0258\), whereas independent electrons would give \(0.4371^2=0.191\). The numerical check asserts that this field sum agrees with a Fock-space Trotter product containing the original interaction, for \(Z\), \(\langle n_\uparrow\rangle\), \(\langle n_\uparrow n_\downarrow\rangle\) and every element of the up-spin Green matrix; reversing all fields exchanges the two spins and leaves \(w\) unchanged, so the down-spin averages are the same.

**Q.** And compared with the model without time slices?

**A.** Exact diagonalization gives \(\langle n_\sigma\rangle=0.4365\) and \(\langle n_\uparrow n_\downarrow\rangle=0.0276\). At \(L=8\) the double occupancy is therefore too low by 0.0018, or 6.5% of its exact value, and \(Z\) is too high by 1.4%. At \(\tau=1/E_0\), \(G\) is 0.2315 against 0.2308. Going from 64 to 128 slices reduces the errors of \(\ln Z\), \(\langle n_\sigma\rangle\) and \(\langle n_\uparrow n_\downarrow\rangle\) by factors of 4.00, as the \(\Delta\tau^2\) law requires. More Monte Carlo samples would not remove this error, since it is already present in the complete sum over fields. It has to be removed by smaller steps or by extrapolation in \(\Delta\tau^2\).

## Values computed for the example and the checks

```
U = 4.0 E0, eps_d = -1.0 E0, shifted level = 1.0 E0
bath levels = [-1.   1.5] E0, couplings = [0.7 0.5] E0
beta = 2.0 /E0, L = 8, dtau = 0.250 /E0
dtau*U = 1.000, cosh(lambda) = 1.648721 (dimensionless)
lambda = 1.085039, sqrt(dtau*U) = 1.000000 (dimensionless)
transformation, empty: left 1.000000, right 1.000000
transformation, one electron: left 1.648721, right 1.648721
transformation, two electrons: left 1.000000, right 1.000000
starting matrix V=0, first column (dimensionless):
  0.81815 0.60458 0.45587 0.35183 0.27943 0.23033 0.19936 0.18361
single flip of slice 1, from all fields +1 (dimensionless):
  up: G_11 = 0.020817, x = -0.885831, R = 0.132609, new G_11 = 0.156982
  down: G_11 = 0.990267, x = 7.758958, R = 1.075521, new G_11 = 0.920732
  R_up*R_down = 0.142624, heat-bath probability = 0.124822
fields a: [ 1  1 -1  1 -1 -1  1 -1]
fields b: [-1  1  1 -1 -1  1  1  1]
slices that differ: 5
  up: G_11(a) = 0.671186, G_11(b) Dyson 0.518714, Fock 0.518714
  up: weight ratio det A = 2.256729, Fock 2.256729
  up: largest deviation of G(b) = 6.2e-15
  down: G_11(a) = 0.874138, G_11(b) Dyson 0.888239, Fock 0.888239
  down: weight ratio det A = 0.766762, Fock 0.766762
  down: largest deviation of G(b) = 8.9e-15
configurations visited = 256
smallest one-spin weight relative to V=0 = 0.674336
largest error of G after 255 flips = 2.5e-14
field sum | Trotter product | exact (dimensionless):
  Z/Z0:             10.111146 | 10.111146 | 9.974050
  n per spin:       0.437111 | 0.437111 | 0.436523
  double occupancy: 0.025808 | 0.025808 | 0.027589
  G(tau=1.0/E0):    0.231531 | 0.231531 | 0.230830
Trotter errors: L, ln Z, n per spin, double occupancy (dimensionless)
     8  1.365e-02  5.879e-04 -1.782e-03
    16  3.450e-03  1.408e-04 -4.611e-04
    32  8.649e-04  3.480e-05 -1.163e-04
    64  2.164e-04  8.674e-06 -2.914e-05
   128  5.410e-05  2.167e-06 -7.288e-06
error ratio on last halving of dtau: 3.999 4.003 3.998
```
